\section*{Why a Rollett Factor Above One Does Not Guarantee Stability}

\section{An amplifier between two poor terminations}

A booster for a two-way radio link has a circulator at each end. They route the forward wave through an amplifier and the returning wave through an attenuator. On the bench, between $50\,\Omega$ terminations, both ports are matched and nothing oscillates. In service, each port may see a very different impedance. Can some passive pair of terminations make the booster oscillate?

One way to seek an answer is to compute the Rollett factor
\begin{equation}
K=\frac{1-|S_{11}|^2-|S_{22}|^2+|\Delta|^2}{2P},
\end{equation}
where
\begin{equation}
\Delta=S_{11}S_{22}-p,\qquad p=S_{12}S_{21},\qquad P=|p|>0 .
\end{equation}
The belief examined here is that $K>1$ alone settles the matter: the two-port is then safe with every passive termination. The belief has a sound core. Every unconditionally stable two-port does have $K>1$, and if $|\Delta|<1$ the converse holds too. Without that second condition the converse fails.

Let the booster have, at its carrier frequency,
\begin{equation}
S_{11}=S_{22}=0,\qquad S_{21}=4,\qquad S_{12}=0.5 .
\end{equation}
Then $p=2$, $\Delta=-2$, and $K=(1+4)/(2\cdot2)=1.25$. The factor reports safety. The terminations must now be examined directly.

\section{What a passive load does}

Let $a_i$ and $b_i$ be the waves entering and leaving port $i$, so that $b_1=S_{11}a_1+S_{12}a_2$ and $b_2=S_{21}a_1+S_{22}a_2$. A load with reflection coefficient $\Gamma_L$ imposes $a_2=\Gamma_Lb_2$; it is passive if $|\Gamma_L|\le1$. The second equation gives $b_2=S_{21}a_1/(1-S_{22}\Gamma_L)$, and the first then gives
\begin{equation}
\Gamma_{\rm in}=\frac{b_1}{a_1}=S_{11}+\frac{p\,\Gamma_L}{1-S_{22}\Gamma_L}.
\end{equation}
For the booster this is $\Gamma_{\rm in}=2\Gamma_L$. A $450\,\Omega$ resistor has $\Gamma_L=(450-50)/(450+50)=0.8$, so
\begin{equation}
\Gamma_{\rm in}=1.6,\qquad
Z_{\rm in}=50\,\Omega\;\frac{1+1.6}{1-1.6}=-216.67\,\Omega .
\end{equation}
The input returns more power than it receives. This one resistor refutes the belief.

The loads that keep $|\Gamma_{\rm in}|<1$ are those with $|\Gamma_L|<0.5$; among resistors, those between $16.67\,\Omega$ and $150\,\Omega$. The matched bench test lies in the middle of this range, which is why it reveals nothing.

Unconditional stability at a frequency means $|\Gamma_{\rm in}|<1$ for every passive load and $|\Gamma_{\rm out}|<1$ for every passive source, where $\Gamma_{\rm out}$ follows by exchanging the ports. For this to say anything about a circuit in time, the two-port must have no growing modes of its own between matched terminations, and all frequencies must be considered.

\section{What the factor really measures}

Take $|S_{22}|<1$ and write $d=1-|S_{22}|^2>0$. To find the image of all passive loads, put $u=\Gamma_L/(1-S_{22}\Gamma_L)$. Since $d+|S_{22}|^2=1$,
\begin{equation}
u-\frac{S_{22}^*}{d}
=\frac{d\,\Gamma_L-S_{22}^*+|S_{22}|^2\Gamma_L}{d(1-S_{22}\Gamma_L)}
=\frac{\Gamma_L-S_{22}^*}{d(1-S_{22}\Gamma_L)} .
\end{equation}
Expanding the squares gives
\begin{equation}
|1-S_{22}\Gamma_L|^2-|\Gamma_L-S_{22}^*|^2=(1-|\Gamma_L|^2)\,d .
\end{equation}
The modulus of $u-S_{22}^*/d$ is therefore at most $1/d$ for passive loads, with equality for lossless ones. The map is invertible because $p\ne0$, so $\Gamma_{\rm in}=S_{11}+pu$ fills a disc of radius $R=P/d$ with centre
\begin{equation}
C=S_{11}+\frac{pS_{22}^*}{d}=\frac{S_{11}-\Delta S_{22}^*}{d}.
\end{equation}

To bring in $K$, expand
\begin{equation}
d^2|C|^2=|S_{11}d+pS_{22}^*|^2
=d^2|S_{11}|^2+P^2|S_{22}|^2+2d\,{\rm Re}(S_{11}S_{22}p^*).
\end{equation}
The definition of $\Delta$ gives $2\,{\rm Re}(S_{11}S_{22}p^*)=|S_{11}|^2|S_{22}|^2+P^2-|\Delta|^2$. Inserting this and using $d+|S_{22}|^2=1$ twice,
\begin{equation}
d^2|C|^2=P^2+d\left(|S_{11}|^2-|\Delta|^2\right).
\end{equation}
The condition $K>1$ reads $2P<d-|S_{11}|^2+|\Delta|^2$, or $|S_{11}|^2-|\Delta|^2<d-2P$. Hence it is equivalent to
\begin{equation}
d^2|C|^2<P^2+d^2-2dP=(d-P)^2
\quad\Longleftrightarrow\quad |C|<|1-R| .
\end{equation}

The absolute value on the right is the source of the misconception. It allows two arrangements:
\begin{itemize}
\item If $R<1$, then $|C|+R<1$. The image disc lies inside the unit disc, and every passive load is safe at the input.
\item If $R>1$, then $|C|<R-1$. The image disc encloses the unit disc, and every lossless load gives $|\Gamma_{\rm in}|\ge R-|C|>1$.
\end{itemize}
So, for $|S_{22}|<1$, $K>1$ says that one of the two circles, image or unit, lies strictly inside the other. (For $|S_{22}|>1$, $d$ is negative, the inequality reverses, and the two circles lie outside each other.) It does not say which. The booster has $C=0$ and $R=2$: the second arrangement.

\section{Why the determinant decides}

The two ports cannot disagree about unconditional stability. From the formula for $\Gamma_{\rm in}$, the condition $\Gamma_s\Gamma_{\rm in}=1$ for a self-sustained wave becomes
\begin{equation}
(1-S_{11}\Gamma_s)(1-S_{22}\Gamma_L)=p\,\Gamma_s\Gamma_L ,
\end{equation}
which is symmetric under exchange of the ports. Suppose $|\Gamma_{\rm out}|<1$ for every passive source, but some passive load gives $|\Gamma_{\rm in}|\ge1$. Then $\Gamma_s=1/\Gamma_{\rm in}$ is passive and satisfies this equation. Because $\Gamma_{\rm out}$ is finite for this source, $1-S_{11}\Gamma_s\ne0$, and dividing by it gives $\Gamma_L\Gamma_{\rm out}=1$. Thus $|\Gamma_{\rm out}|\ge1$, a contradiction. The reverse argument is the same with the labels exchanged.

Now suppose the two-port is unconditionally stable. Matched terminations show that $|S_{11}|<1$ and $|S_{22}|<1$. The image disc must lie inside the unit disc, so $|C|+R<1$, which gives $K>1$ and $P<1-|S_{22}|^2$. The other port gives $P<1-|S_{11}|^2$. Averaging the two bounds,
\begin{equation}
P<1-\tfrac12\left(|S_{11}|^2+|S_{22}|^2\right)\le1-|S_{11}S_{22}| ,
\end{equation}
and therefore $|\Delta|\le|S_{11}S_{22}|+P<1$.

Conversely, let $K>1$ and $|\Delta|<1$. Then
\begin{equation}
2P<1-|S_{11}|^2-|S_{22}|^2+|\Delta|^2
<(1-|S_{11}|^2)+(1-|S_{22}|^2),
\end{equation}
so at least one bracket exceeds $P$. If it is the second, then $|S_{22}|<1$ and $R<1$, and the input is safe for every load. If it is the first, the same holds at the output. Either way the equivalence of the ports completes the proof:
\begin{equation}
\text{unconditional stability}\quad\Longleftrightarrow\quad K>1\ \text{and}\ |\Delta|<1 .
\end{equation}

A direct scan agrees. It used 2727 random matrices with $|S_{11}|$ and $|S_{22}|$ up to 1.3 and $P$ between 0.05 and 5, leaving out cases with $K$ within 0.03 of one or a port reflection modulus within 0.1 of one. Each was scanned with 720 lossless terminations at either port, and with matched ones. The scan and the criterion gave the same verdict for every matrix; 702 were stable. Another 465 had $K>1$ and $|\Delta|>1$ with both port reflections below one, and for these every scanned lossless load gave $|\Gamma_{\rm in}|>1$.

\section{Two amplifiers with the same factor}

For $S_{11}=S_{22}=0$ we have $|\Delta|=P$ and
\begin{equation}
K=\frac12\left(P+\frac1P\right),
\end{equation}
which does not change when $P$ is replaced by $1/P$. Keep $S_{21}=4$ and reduce $S_{12}$ from 0.5 to 0.125. Then $P=0.5$, and $K$ is again 1.25. But now $|\Gamma_{\rm in}|=0.5|\Gamma_L|\le0.5$, and no passive load is dangerous. No threshold on $K$ can separate these twins.

Impedance parameters expose the difference in another way. For the booster $S^2=pI$, so $(I-S)^{-1}=(I+S)/(1-p)$ and
\begin{equation}
Z=Z_0(I-S)^{-1}(I+S)=Z_0\,\frac{(1+p)I+2S}{1-p}.
\end{equation}
With $p=2$ and $Z_0=50\,\Omega$ this gives $z_{11}=z_{22}=-150\,\Omega$, $z_{12}=-50\,\Omega$ and $z_{21}=-400\,\Omega$. The impedance form of the factor gives the same value,
\begin{equation}
K=\frac{2\,{\rm Re}\,z_{11}\,{\rm Re}\,z_{22}-{\rm Re}(z_{12}z_{21})}{|z_{12}z_{21}|}
=\frac{45000-20000}{20000}=1.25,
\end{equation}
but ${\rm Re}\,z_{11}<0$: with port 2 left open, the input already has negative resistance.

A frequency sweep can also mislead. At $|\Delta|=1$ we have $P\ge1-|S_{11}S_{22}|\ge1-\frac12(|S_{11}|^2+|S_{22}|^2)$, and hence
\begin{equation}
K=\frac{2-|S_{11}|^2-|S_{22}|^2}{2P}\le1 .
\end{equation}
A continuous sweep from the deceptive region to the safe one must therefore reach $K\le1$, but it need not go below one. Give the booster's forward path a one-pole filter of half-bandwidth 200 MHz. At offset $f$ from the carrier, $P=2/\sqrt{1+(f/200\,{\rm MHz})^2}$, which equals one at $f=200\sqrt3=346.4$ MHz. (This symmetric form is the envelope approximation; a single resonator of the same bandwidth at a 2 GHz carrier reaches $P=1$ at offsets of $+376$ and $-317$ MHz.) There $K$ touches one and rises again. In this ideal model, a search for $K<1$ finds nothing in the band. Imperfect match and isolation generally push the minimum slightly below one. With leakage and port reflection both at 25 dB the dip is typically less than 0.03 deep, so a measurement of limited accuracy can still miss it. This far from the carrier a real circulator may isolate less well, and the dip then deepens quickly: up to about 0.08 at 20 dB and about 0.25 at 15 dB, where it is easier to see.

\section{Does it really oscillate?}

Negative input resistance permits oscillation but does not force it; the source matters too. With the $450\,\Omega$ load, the marginal source has $\Gamma_s=1/1.6=0.625$, a resistor of $216.67\,\Omega$. Let the source instead be $450\,\Omega$, with $\Gamma_s=0.8$.

Take a carrier of 2 GHz and a delay of 1 ns in each direction. Each path then holds two whole periods, so the delays leave the S-parameters real at the carrier. The round trip is $T=2$ ns, and the filter has $w=2\pi\times200$ MHz. The envelope $y$ of the forward wave obeys
\begin{equation}
\dot y(t)=w\left[g\,y(t-T)-y(t)\right],\qquad
g=p\,\Gamma_s\Gamma_L=2(0.8)(0.8)=1.28 .
\end{equation}
Inserting $y\propto e^{st}$ and multiplying by $e^{sT}/w$ gives
\begin{equation}
\left(1+\frac sw\right)e^{sT}=g .
\end{equation}
For real $s\ge0$ the left side rises from one without limit, so $g>1$ guarantees a growing mode. For ${\rm Re}\,s\ge0$ its modulus is at least one, so $0<g<1$ excludes growth.

For $g=1.28$ the root is $s=0.0892\,{\rm ns}^{-1}$, and direct integration of the envelope equation gives the same rate. The amplitude grows by a factor $e$ every 11.2 ns. Without the filter the rate would be $\ln(1.28)/T=0.1234\,{\rm ns}^{-1}$. With the source held fixed and the load reflection reduced to 0.3, $g=0.48$ and the envelope decays at $0.254\,{\rm ns}^{-1}$. The twin decays at $0.240\,{\rm ns}^{-1}$ even with $\Gamma_s=\Gamma_L=1$.

The sign of the total series resistance would have misled us here. The sum $450-216.67$ is positive, yet the oscillation grows. In this circuit, raising the source resistance above $216.67\,\Omega$ raises $\Gamma_s$ and pushes $g$ further above one.

Saturation ends the growth. Let the amplifier deliver the wave amplitude $v=y/\sqrt{1+y^2/P_{\rm sat}}$, with $v^2$ the wave power and $P_{\rm sat}=10$ W. A steady state needs $y=gv$, so $1+y^2/P_{\rm sat}=g^2$ and
\begin{equation}
v^2=P_{\rm sat}\left(1-\frac1{g^2}\right)=3.90\ {\rm W}.
\end{equation}
The load absorbs the fraction $1-0.8^2=0.36$ of this, or 1.40 W. The wave returning to port 1 has amplitude $0.8\times0.5\,v$, and the source resistor absorbs $0.36\times0.16\times3.90=0.22$ W. The amplifier's supply provides this power; no signal is applied.

\section{How close this is to hardware}

The numbers are rough choices for a circulator-coupled booster. By contrast, a matched single-transistor stage with 12 dB of gain and, say, 20 dB of reverse isolation has $P$ near 0.4, on the safe side of one. With matched ports, the counterexample needs $P>1$: the return path must lose less than the forward path gains, here 6 dB against 12 dB.

The model assumes perfect isolation and match, which real circulators do not have. With leakage and port reflection both at a rough 25 dB, port reflections added to first order, and insertion loss already counted in the two path gains, a scan over their phases keeps $K$ between 1.2 and 1.3 and $|\Delta|$ between 1.9 and 2.1. With the $450\,\Omega$ load, $|\Gamma_{\rm in}|$ ranges from 1.26 to 2.04 instead of being 1.6; higher-order terms and finer phase steps widen this range by less than 0.01. The false verdict survives at this level, and still at 20 dB, where $K$ stays above 1.14 and $|\Gamma_{\rm in}|$ above 1.02. At 15 dB a few per cent of phase combinations give $K<1$, so the factor can then give a warning.

The growth with these particular terminations has less margin. The loop excess is 2.14 dB, and heating by 80 K at a rough 0.02 dB/K removes 1.60 dB, leaving $g=1.06$ in the otherwise ideal model. Heating and unfavourable leakage together could stop this oscillation. That would not make the booster unconditionally stable, since more strongly reflecting terminations would remain available. The numerical output below lists the values used.

\section*{Computed values}
\begin{verbatim}
Random matrices compared with scan: 2727
  unconditionally stable: 702
  K>1, |D|>1, |S11|,|S22|<1: 465
Reference impedance: 50 ohm; carrier: 2.0 GHz
S21 = 4.000 (12.04 dB)
S12 = 0.500 (-6.02 dB); S11 = S22 = 0
K = 1.2500; |D| = 2.0000
Load reflection = 0.800; load = 450.0 ohm
Input reflection = 1.6000
Input resistance = -216.67 ohm
Threshold load reflection modulus = 0.5000
Threshold resistive load, high side = 150.0 ohm
Threshold resistive load, low side = 16.67 ohm
Marginal source reflection = 0.6250
Marginal source resistance = 216.67 ohm
K from impedance parameters = 1.2500
z11 = -150.0 ohm; z22 = -150.0 ohm
z12 = -50.0 ohm; z21 = -400.0 ohm
Twin: S12 = 0.125 (-18.06 dB)
Twin: K = 1.2500; |D| = 0.5000
Twin: largest input reflection modulus = 0.5000
Path delay = 1.0 ns; round trip = 2.0 ns
Filter half-bandwidth = 200 MHz
Source reflection in time test = 0.800
Loop factor g = 1.2800; excess = 2.14 dB
Growth rate without filter = 0.1234 1/ns
Growth rate from mode equation = 0.0892 1/ns
Growth rate simulated = 0.0892 1/ns
Amplitude e-folding time = 11.22 ns
Load reflection 0.3: g = 0.480, rate = -0.2541 1/ns
Twin, full reflection: g = 0.500, rate = -0.2404 1/ns
Saturated power parameter = 10.0 W
Final forward wave power = 3.896 W
Power absorbed by load = 1.403 W
Power absorbed by source resistor = 0.224 W
Lowest K in band = 1.0000
  at offset 346.4 MHz, |D| = 1.0000
Circulator leakage = port reflection = 0.0562 (25 dB)
  largest |S11| = 0.169
  K range = 1.217 to 1.255
  |D| range = 1.978 to 2.022
  |input reflection| = 1.258 to 2.044
Heating 80 K at 0.02 dB/K: drop 1.60 dB
  loop factor after heating = 1.0647
\end{verbatim}
